**Guided problem: the density of a complete hydrogenic shell**

One electron moves in the field of a point nucleus of charge Z and infinite mass, without relativity. In Hartree atomic units,

H = −½∇² − Z/r.

Since ∇² = (1/r)(∂²/∂r²) r − L²/r² and L²Y_lm = l(l+1)Y_lm, the bound states can be taken as ψ = (u_l(r)/r) Y_lm, with the Y_lm orthonormal on the sphere and H_l u_l = E u_l, where

H_l = −½ d²/dr² + l(l+1)/(2r²) − Z/r.

Write E = −κ²/2 with κ > 0, and Q(r) = κ² − 2Z/r. The radial equation then reads

u_l'' = [Q + l(l+1)/r²] u_l.  (1)

Each u_l is real, positive just outside r = 0, and normalised by ∫u_l² dr = 1 over (0, ∞); R_l = u_l/r. A shell is the set of all bound states of one energy, and its density ρ is the sum of |ψ|² over the shell, each spatial orbital counted once. The problem is to find how ρ is related to the s function of the shell.

**(a) Carry out the sum over m for fixed l.**

Solution. Let T be a rotation and n̂ a direction. L² commutes with rotations, so the function n̂ → Y_lm(Tn̂) is again an eigenfunction of L² with eigenvalue l(l+1) and is a combination of the 2l+1 functions Y_lm':

Y_lm(Tn̂) = Σ_m' D_mm' Y_lm'(n̂).

A rotation preserves the element of solid angle, so the rotated functions are orthonormal and the matrix D is unitary. A unitary matrix preserves the length of a vector, so Σ_m|Y_lm(Tn̂)|² = Σ_m|Y_lm(n̂)|². Any direction can be rotated into any other, so the sum is a constant. Its integral over the sphere is 2l+1, one for each normalised term, and the sphere has solid angle 4π, so the constant is (2l+1)/(4π). This is Unsöld's theorem. It gives

4πρ(r) = Σ_l (2l+1) u_l²/r²,  (2)

with l running over the values present in the shell.

**(b) Find the behaviour of a bound u_l at r = 0 and at infinity, and show that it is unique for given l and E.**

Solution. Put u = Σ_k a_k r^(s+k) with a_0 ≠ 0 into (1). The lowest power gives s(s−1) = l(l+1), so s = l+1 or s = −l. For s = l+1 the coefficient of r^(l+k−1) gives, because (l+1+k)(l+k) − l(l+1) = k(2l+k+1),

k(2l+k+1) a_k = −2Z a_(k−1) + κ² a_(k−2),  a_(−1) = 0.  (3)

The series converges for all r. Take any ε > 0 and choose C so that |a_j| ≤ Cε^j for all j below the first k with k² ≥ 2Z/ε + κ²/ε². From there on (3) gives |a_k| ≤ Cε^k(2Z/ε + κ²/ε²)/k² ≤ Cε^k by induction, so the radius of convergence is at least 1/ε.

For any other solution v, the Wronskian uv' − u'v has derivative uv'' − u''v = 0 and is a constant W. Then (v/u)' = W/u², which behaves as r^(−2l−2), so v behaves as r^(−l) unless W = 0. For l ≥ 1 such a v is not square integrable. For l = 0 it makes ψ behave as 1/r, whose Laplacian contains −4πδ(r), and nothing else in Hψ = Eψ can balance that term. So W = 0 and v is a multiple of u: a bound state starts as r^(l+1), and normalisation with the sign convention fixes it uniquely.

At large r the bracket in (1), call it Q_l, is positive and bounded. There (u²)'' = 2u'² + 2Q_l u² ≥ 0, so the slope of u² never decreases. If the slope were ever positive, u² would grow without limit and not be integrable. The slope is therefore at most zero and has a limit, and the limit is zero, since a negative limit would drive u² negative. Hence uu' → 0, and u², non-increasing and integrable, tends to 0. Integration by parts, ∫u'² dr = [uu'] − ∫Q_l u² dr, shows that u' is square integrable. So is u'' = Q_l u. Then (u'²)' = 2u'u'' is integrable, u'² has a limit, and the limit of an integrable function is zero. Both u and u' vanish at infinity and are square integrable there.

**(c) For l ≥ 1 define w_l = l/r − Z/l, A_l = d/dr + w_l and A_l† = −d/dr + w_l. Evaluate A_l†A_l and A_lA_l†.**

Solution. Drop the index and act on a function f:

A†A f = −(f' + wf)' + w(f' + wf) = −f'' + (w² − w') f,

AA† f = (−f' + wf)' + w(−f' + wf) = −f'' + (w² + w') f.

The terms wf' cancel in both lines. Here w² = l²/r² − 2Z/r + Z²/l² and w' = −l/r², so w² − w' contains l(l+1)/r² and w² + w' contains l(l−1)/r². Comparison with H_l gives

A_l†A_l = 2H_l + Z²/l²,  A_lA_l† = 2H_(l−1) + Z²/l².  (4)

The cross term of w² is −2Z/r for every l, because l cancels between l/r and Z/l.

**(d) Use (4) to find the energies, the values of l in a shell, and two first-order relations between u_(l−1) and u_l.**

Solution. Let u_(l−1) be a normalised bound state at E = −κ²/2, let v = A_l†u_(l−1), and define

c_l² = Z²/l² − κ².

The second relation of (4) gives A_l v = (2E + Z²/l²)u_(l−1) = c_l² u_(l−1). Applying A_l† gives A_l†A_l v = c_l² v, and the first relation of (4) turns this into 2H_l v = (c_l² − Z²/l²)v = 2Ev. So v solves the radial equation for l at the same energy.

Near the origin, u_(l−1) = a_0 r^l + a_1 r^(l+1) + a_2 r^(l+2) + …, and (3) with l replaced by l−1 gives 2l a_1 = −2Z a_0 and 2(2l+1)a_2 = (2Z²/l + κ²)a_0. The coefficients of v = −u' + (l/r)u − (Z/l)u are:

r^(l−1): −l a_0 + l a_0 = 0,

r^l: −(l+1)a_1 + l a_1 − (Z/l)a_0 = −a_1 − (Z/l)a_0 = 0,

r^(l+1): −2a_2 − (Z/l)a_1 = a_0[Z²/l² − (2Z²/l + κ²)/(2l+1)] = a_0 c_l²/(2l+1).

In the last line, Z²(2l+1)/l² − 2Z²/l = Z²/l² was used over the common denominator 2l+1. So v is regular at the origin. By (b) it is square integrable and vanishes at infinity. Its norm follows by parts:

∫v² dr = ∫v(−u' + wu) dr = [−uv] + ∫u(v' + wv) dr = c_l²,

where u = u_(l−1), the boundary term vanishes because uv behaves as r^(2l+1) at the origin and tends to 0 at infinity, and v' + wv = c_l²u.

Hence c_l² ≥ 0. If c_l² > 0, take c_l > 0; then v/c_l is normalised and positive near the origin, and is u_l by uniqueness. The step can then be repeated. But c_l² falls towards −κ² as l grows, and a negative norm is impossible, so the climb must reach an integer l = n with c_n = 0. This gives

κ = Z/n,  E = −Z²/(2n²).

A climb that starts from angular momentum l_0 first meets c_(l_0+1), so n ≥ l_0 + 1: only l ≤ n−1 can occur in shell n.

All these values do occur. The equation A_n†u = 0 reads u'/u = n/r − Z/n and is solved by u = r^n e^(−κr), which is normalisable and, by the second relation of (4), obeys 2H_(n−1)u = −(Z²/n²)u. Given u_l at this energy with 1 ≤ l ≤ n−1, let y = A_l u_l. Then A_l†y = c_l²u_l and A_lA_l†y = c_l²y, so 2H_(l−1)y = 2Ey. If u_l starts as a r^(l+1), then y starts as (l+1)a r^l + l a r^l = (2l+1)a r^l, which is regular and not zero. If u_l is a polynomial times e^(−κr), so is y. So y is a bound state for l−1, and every function in the shell is a polynomial times e^(−κr).

The shell thus holds l = 0, …, n−1. For 1 ≤ l ≤ n−1, A_l†u_(l−1) = c_l u_l, and A_l v = c_l²u_(l−1) divided by c_l gives A_l u_l = c_l u_(l−1). Written out,

u_l' = c_l u_(l−1) − w_l u_l,  u_(l−1)' = w_l u_(l−1) − c_l u_l.  (5)

With the definition u_n = 0, both relations also hold for l = n: the first reads 0 = 0 because c_n = 0, and the second is A_n†u_(n−1) = 0.

**(e) Express the shell density ρ_n through u = u_0 and its derivatives alone.**

Solution. Abbreviate a = u_(l−1), b = u_l, c = c_l, w = w_l, and square both relations (5):

a'² = w²a² − 2cw ab + c²b²,

b'² = c²a² − 2cw ab + w²b².

The cross terms are equal because the same c stands in both relations, which is where the common normalisation of a and b enters. Subtraction gives a'² − b'² = (w² − c²)(a² − b²). The constant Z²/l² cancels in w² − c² = l²/r² − 2Z/r + κ² = Q + l²/r². Therefore, for l = 1, …, n,

u_(l−1)'² − u_l'² = (Q + l²/r²)(u_(l−1)² − u_l²).  (6)

Sum (6) over l = 1, …, n. The left side telescopes to u_0'² − u_n'² = u_0'². Q is the same for all l, because the energy is, so its term telescopes to Qu_0². In the remaining term shift the index of the first sum, and note that the second sum may start at l = 0 and stop at n−1:

Σ_(l=1..n) l²(u_(l−1)² − u_l²) = Σ_(l=0..n−1) [(l+1)² − l²] u_l² = Σ_(l=0..n−1) (2l+1) u_l².

So u_0'² − Qu_0² = Σ(2l+1)u_l²/r². Equation (1) for l = 0 says Qu_0 = u_0''. With (2),

ρ_n(r) = (u'² − u u'')/(4π),  u = rR_n0.  (7)

The identity holds at every r and involves no integration constant. The function u is r times the ns radial function R, normalised by ∫u² dr = 1. Integration of (2) over space gives Σ(2l+1) = n², so ρ_n counts orbitals; for independent electrons in the bare Coulomb field, a shell filled with both spins has density 2ρ_n. A finite nuclear mass replaces −½∇² by −∇²/(2μ), with μ the reduced mass; multiplying the radial equation by 2μ gives (1) again with Z replaced by μZ and E = −κ²/(2μ), and (7) stands for the relative coordinate. From here on F = u'² − uu''. Since (u'/u)' = −F/u² and F = 4πρ_n is a sum of squares, ln|u| is concave between neighbouring nodes. At a node of u, 4πρ_n = u'².

**(f) Build the radial functions for n = 1, 2, 3 and check (7) explicitly.**

Solution. Let x = Zr and u_l = Z^(1/2) p_l(x) e^(−x/n), with primes on p meaning d/dx. For g = p e^(−x/n), g' = (p' − p/n)e^(−x/n) and g'' = (p'' − 2p'/n + p/n²)e^(−x/n). In g'² − gg'' the terms −2pp'/n and p²/n² cancel, so

F = Z³(p_0'² − p_0p_0'') e^(−2x/n),  (2l+1)R_l² = Z³(2l+1)(p_l²/x²) e^(−2x/n).

Both sides are quoted below in units of Z³e^(−2x/n). The top function is p_(n−1) = N x^n, normalised with ∫x^j e^(−βx) dx = j!/β^(j+1), and the first relation of (5) lowers it:

p_(l−1) = [p_l' + (l/x)p_l − (1/l + 1/n)p_l] / (1/l² − 1/n²)^(1/2).

For n = 1, ∫x²e^(−2x) dx = 1/4 gives p_0 = 2x. Then p_0'² − p_0p_0'' = 4 and p_0²/x² = 4.

For n = 2, ∫x⁴e^(−x) dx = 24 gives p_1 = Nx² with N² = 1/24, so the p term is 3N²x² = x²/8. Lowering gives the bracket 2Nx + Nx − (3/2)Nx² = 3N(x − x²/2), divided by √3/2, so p_0 = (x − x²/2)/√2 and the s term is (x − 2)²/8. The sum is (2x² − 4x + 4)/8 = (x² − 2x + 2)/4. From p_0 alone,

p_0'² − p_0p_0'' = ½[(1 − x)² + (x − x²/2)] = (x² − 2x + 2)/4.

For n = 3, ∫x⁶e^(−2x/3) dx = 720(3/2)⁷ = 98415/8 gives p_2 = Nx³ with N² = 8/98415, so the d term is 5N²x⁴ = 8x⁴/19683. Lowering with l = 2 gives the bracket 5Nx² − (5/6)Nx³ = (5/6)Nx²(6 − x), divided by √5/6, so p_1 = √5 N x²(6 − x) and the p term is 15N²x²(6 − x)² = 8x²(x − 6)²/6561. Lowering with l = 1 acts on 6x² − x³ as

(12x − 3x²) + (6x − x²) − (4/3)(6x² − x³) = (2/3)(27x − 18x² + 2x³).

Division by 2√2/3 gives p_0 = (5/2)^(1/2) N q with q = 27x − 18x² + 2x³ and (5/2)N² = 4/19683. In units of 4/19683 the three terms are

s: (27 − 18x + 2x²)² = 729 − 972x + 432x² − 72x³ + 4x⁴,

p: 6x²(6 − x)² = 216x² − 72x³ + 6x⁴,

d: 2x⁴,

with sum 729 − 972x + 648x² − 144x³ + 12x⁴. From q alone, q' = 27 − 36x + 6x² and q'' = −36 + 12x, so

q'² = 729 − 1944x + 1620x² − 432x³ + 36x⁴,

qq'' = −972x + 972x² − 288x³ + 24x⁴,

and q'² − qq'' equals the sum above term by term. Taking out a factor 3, both sides are 4(4x⁴ − 48x³ + 216x² − 324x + 243)/6561.

The numerical check asserts (4), (5), (6) and (7) symbolically, the last three for n = 1 to 6, with radial functions made from Laguerre polynomials and normalised by explicit integrals. It also tests (7) on eigenvectors of a finite-difference radial Hamiltonian with Z = 1 and step 0.01 bohr. The mismatch, defined as the largest |r²F − Σ(2l+1)u_l²| relative to the largest value of Σ(2l+1)u_l², is 3.9×10⁻⁵, 1.6×10⁻⁵ and 8.5×10⁻⁶ for n = 1, 2, 3. It grows by a factor 4.00 when the step is doubled, as the error of a second-order scheme does.

**(g) Derive the analogue of (7) for u_L with L > 0, the slope of ρ_n, a rule for the shell sum of ⟨r^k⟩, and ρ_n(0).**

Solution. Sum (6) over l = L+1, …, n. The left side gives u_L'² and the Q term gives Qu_L². In the l² term, u_L² occurs only with weight (L+1)², and the higher functions keep 2l+1. By (1), Qu_L² = u_Lu_L'' − L(L+1)u_L²/r², and (L+1)² − L(L+1) = L+1, so

u_L'² − u_Lu_L'' = (L+1)u_L²/r² + Σ_(l>L) (2l+1)u_l²/r².

Only for L = 0 does the weight L+1 equal the degeneracy 2L+1, which is why the s function gives a density of complete subshells. Equation (7) requires the whole shell: omitting a subshell removes a term (2l+1)u_l²/r² that is not identically zero.

For the slope, take an s state in any central potential V, with u'' = 2(V − E)u. Then F = u'² − 2(V − E)u², and

F' = 2u'[u'' − 2(V − E)u] − 2V'u² = −2V'u².  (8)

For V = −Z/r, V' = Z/r², and |ψ_ns|² = u²/(4πr²), so

dρ_n/dr = −2Z|ψ_ns|².  (9)

The shell density falls monotonically, with zero slope only at the nodes of the ns function. At r = 0 only l = 0 contributes to (2), so there dρ_n/dr = −2Zρ_n, the Kato cusp condition.

For the moments, let ⟨r^k⟩_l = ∫r^k u_l² dr and k > −3. Multiply F = Σ(2l+1)u_l²/r² by r^(k+2) and integrate by parts. The boundary term r^(k+3)F/(k+3) vanishes at the origin, where F is finite, and at infinity, where F decays exponentially. With F' = −2Zu²/r²,

Σ_l (2l+1)⟨r^k⟩_l = 2Z⟨r^(k+1)⟩_0/(k+3).  (10)

For k = 0 the left side is n², so ⟨r⟩_0 = 3n²/(2Z).

For the origin, uu'' → 0 because u'' = Qu stays finite, so F(0) = u'(0)², and integrating the slope gives F(0) = 2Z⟨r⁻²⟩_0. To find this average, multiply the first relation of (5) by u_l, the second by u_(l−1), and add; the c terms cancel:

u_lu_l' + u_(l−1)u_(l−1)' = (l/r − Z/l)(u_(l−1)² − u_l²),  1 ≤ l ≤ n−1.

Integrate over r. The left side is a derivative of functions that vanish at both ends, and the Z/l term cancels by normalisation, so ⟨1/r⟩ is the same for all l. Equation (10) with k = −1 gives n²⟨1/r⟩ = Z. Now divide the same relation by r and integrate. By parts, ∫(uu'/r) dr = [u²/(2r)] + ½⟨r⁻²⟩ = ½⟨r⁻²⟩, and the Z/l term cancels because ⟨1/r⟩ does not depend on l. With M_l = ⟨r⁻²⟩_l this leaves ½(M_l + M_(l−1)) = l(M_(l−1) − M_l), or (2l+1)M_l = (2l−1)M_(l−1). So (2l+1)M_l = M_0 for all l, and (10) with k = −2 gives nM_0 = 2Z⟨1/r⟩ = 2Z²/n². Then F(0) = 2ZM_0 = 4Z³/n³ and

ρ_n(0) = Z³/(πn³).  (11)

The program asserts the partial sums, (9) and (11) symbolically for n = 1 to 6, and (10) for seven values of k from −5/2 to 2.

**(h) Which step needs the Coulomb form of V, and what happens in a screened potential?**

Solution. Parts (a) and (8) hold for any central potential. Part (c) does not. Suppose operators ±d/dr + w factorise 2H_l and 2H_(l−1) of a potential V with the same additive constant, which is what a ladder at fixed energy requires. Subtracting the two products gives −2w' = 2l/r², so w = l/r + b with b constant. Then w² − w' = l(l+1)/r² + 2lb/r + b², so V is a multiple of 1/r plus a constant. Apart from b = 0, a constant V with no bound states, a ladder of this form exists only for the Coulomb potential.

This shows that the proof fails elsewhere. A computed case shows that the result itself can fail. For the model V = −e^(−λr)/r with the round value λ = 0.05 bohr⁻¹, the same grid gives 3s, 3p and 3d energies of −0.01935, −0.01856 and −0.01692 hartree, so there is no common Q and the Q term of (6) has no counterpart. The mismatch defined in (f) is 0.132, which the program asserts to exceed one hundred times the Coulomb value for n = 3. The integral ∫Fr² dr is 7.834, where nine orbitals require 9. A common energy alone would not restore (7): for V = −e^(−0.2r)/r + 0.00969r the 2s and 2p levels coincide, yet the mismatch is 0.07 and ∫Fr² dr is 4.36 instead of 4, because the ladder (5) is absent. Equation (8) survives: on 0.5 < r < 100 bohr its largest error is 1.6×10⁻⁴ relative to the largest |2V'u²| there, and this is the error of the grid, since (8) is exact. In a mean-field description of a many-electron atom the potential is screened, the proof does not apply, and (7) cannot be assumed. For the n = 2 shell of neon in restricted Hartree–Fock, ∫Fr² dr built from the 2s orbital is 2.5 instead of 4.

**(i) For hydrogen-like Fe²⁵⁺ (Z = 26), evaluate both sides of (7) for n = 3 at r = 0.2 bohr, and the slope there.**

Solution. The level of theory is the Hamiltonian H above. The neglected relativistic terms are governed by the parameter (Zα)² = 0.036, with α the fine-structure constant; at r = 0.2 bohr the point-nucleus Dirac density, taken as half the sum over the 2n² states, differs from the values below by −5%, −0.2% and +0.2% for n = 1, 2, 3. Four or five figures are kept only to exhibit the identity within the model and are not predictions for the real ion. This holds above all for the values at the nucleus: the local kinetic energy E + Z/r grows without bound as r → 0, so (Zα)² does not limit the relativistic correction there. The point-nucleus Dirac density diverges weakly as r → 0, and at 9×10⁻⁵ bohr, about the nuclear radius, it exceeds the non-relativistic value by 26 to 31% for n = 1 to 3.

Here x = Zr = 5.2, κ = 26/3 = 8.6667 bohr⁻¹ and Q = 8.6667² − 52/0.2 = −184.89 bohr⁻². The 3s function has u = −0.83618 bohr^(−1/2), u' = 7.9282 bohr^(−3/2) and u'' = 154.60 bohr^(−5/2), the derivatives being taken numerically; the product Qu = (−184.89)(−0.83618) reproduces u''. The point lies in the classically allowed region of the s state, Q < 0, so −uu'' = −Qu² is positive and the two terms add:

F = 7.9282² + 0.83618 × 154.60 = 62.86 + 129.27 = 192.13 bohr⁻³.

The radial functions are R_0 = −4.1809, R_1 = 1.9646 and R_2 = 5.7109 bohr^(−3/2). The signs agree with (f): 27 − 18x + 2x² is negative at x = 5.2 and 6 − x is positive. The other side is

4.1809² + 3 × 1.9646² + 5 × 5.7109² = 17.48 + 11.58 + 163.07 = 192.13 bohr⁻³.

Most of the density at this radius belongs to the d orbitals, and the s function reproduces it through its derivatives. Dividing by 4π,

ρ_3 = 192.13/(4π) = 15.29 bohr⁻³ = 103.2 Å⁻³.

The explicit sum of |ψ|² over the nine (l, m) pairs gives 15.29 bohr⁻³, and the program asserts agreement with (7) in two different directions for n = 1, 2, 3. With |ψ_3s|² = 1.3910 bohr⁻³, (9) gives −52 × 1.3910 = −72.33 bohr⁻⁴, the value found by differentiating the explicit sum numerically.

The ion has one electron. If it is in an equal statistical mixture of the nine n = 3 orbitals, its density at this radius is 15.29/9 = 1.699 bohr⁻³.

At the nucleus ρ_1, ρ_2 and ρ_3 are 5595, 699.3 and 207.2 bohr⁻³, in the ratio 1 : 1/8 : 1/27 of (11). At 0.2 bohr they are 0.1703, 35.96 and 15.29 bohr⁻³. The first shell has dropped by the factor e^(−2x) of (f), and the second shell is the densest of the three at this radius.

Table of computed values

```
n=1, x=Zr, units Z^3 exp(-2x/n):
  (2l+1)R^2, l=0: 4
  u'^2 - u u'': 4
  int F r^2 dr = 1 (orbitals)
n=2, x=Zr, units Z^3 exp(-2x/n):
  (2l+1)R^2, l=0: (x - 2)**2/8
  (2l+1)R^2, l=1: x**2/8
  u'^2 - u u'': (x**2 - 2*x + 2)/4
  int F r^2 dr = 4 (orbitals)
n=3, x=Zr, units Z^3 exp(-2x/n):
  (2l+1)R^2, l=0: 4*(2*x**2 - 18*x + 27)**2/19683
  (2l+1)R^2, l=1: 8*x**2*(x - 6)**2/6561
  (2l+1)R^2, l=2: 8*x**4/19683
  u'^2 - u u'': 4*(4*x**4 - 48*x**3 + 216*x**2 - 324*x + 243)/6561
  int F r^2 dr = 9 (orbitals)
grid: Z=1, h=0.01 bohr, box 120 bohr; mismatch = max|r^2 F - sum|/max sum
Coulomb n=1: mismatch 3.93e-05, ratio 2h/h 4.00
Coulomb n=2: mismatch 1.56e-05, ratio 2h/h 4.00
Coulomb n=3: mismatch 8.52e-06, ratio 2h/h 4.00
screened, lambda = 0.05 1/bohr: E3s,E3p,E3d = -0.01935 -0.01856 -0.01692 hartree
screened: mismatch 0.132, int F r^2 dr = 7.834
screened: relative error of F' = -2V'u^2: 1.6e-04
Fe25+: Z = 26 , r = 0.2 bohr, Zr = 5.2
(Z alpha)^2 = 0.0360
rho_1(0) = 5594.615 ; rho_1(r) = 0.170258 bohr^-3
rho_2(0) = 699.3268 ; rho_2(r) = 35.95546 bohr^-3
rho_3(0) = 207.2079 ; rho_3(r) = 15.28926 bohr^-3
n=3: kappa = 8.666667 1/bohr; Q = -184.8889 bohr^-2
u = -0.8361835 bohr^-1/2
u' = 7.928159 bohr^-3/2
u'' = 154.601 bohr^-5/2
u'^2 = 62.85571 ; -u u'' = 129.2748 bohr^-3
F = 192.1305 bohr^-3
l=0: R = -4.180918 bohr^-3/2; (2l+1)R^2 = 17.48007 bohr^-3
l=1: R = 1.964607 bohr^-3/2; (2l+1)R^2 = 11.57904 bohr^-3
l=2: R = 5.710892 bohr^-3/2; (2l+1)R^2 = 163.0714 bohr^-3
sum (2l+1)R^2 = 192.1305 bohr^-3
explicit (l,m) sum = 15.28926 bohr^-3
rho_3 = 15.28926 bohr^-3 = 103.1771 angstrom^-3
|psi_3s|^2 = 1.39102 bohr^-3
d rho_3/dr = -72.33303 bohr^-4
equal mixture rho_3/9 = 1.698807 bohr^-3
```
